# Exchange bias with a reversibly rotating antiferromagnet: an energy-balance trap

## Problem

A ferromagnetic film of magnetization $M$ and thickness $t_F$ lies on an antiferromagnet of thickness $t_A$ and uniaxial anisotropy $K$. The interface coupling is $J>0$. The field is applied along the easy axis of the antiferromagnet, and $B$ denotes its signed value ($\mu_0$ times the field strength). Let $b$ be the angle of the magnetization from this axis and $a$ the angle of the antiferromagnetic sublattice at the interface. In the Meiklejohn-Bean model each layer rotates as a unit in the film plane, and the energy per area is

$$E=-Mt_FB\cos b+Kt_A\sin^2a-J\cos(b-a).$$

The ferromagnet has no anisotropy of its own. Field cooling has placed the antiferromagnet in the well $a=0$, the field is swept slowly, and thermal jumps are ignored. The bias is the magnitude of the field at the centre of the loop, midway between the two fields at which the magnetization along the axis vanishes.

Take $J=0.20$ mJ/m² and $Kt_A=0.24$ mJ/m². Show that the antiferromagnet rotates reversibly, and that this rotation lowers the bias by about 9 percent from its value for a rigid antiferromagnet.

Dividing the energy by $J$ leaves two numbers:

$$e=-h\cos b+R\sin^2a-\cos(b-a),\qquad h=\frac{Mt_FB}{J},\qquad R=\frac{Kt_A}{J}=\frac{0.24}{0.20}=1.2 .$$

## A tempting solution

If the antiferromagnet rotates reversibly, it is back at $a=0$ once the ferromagnet is fully reversed. The two saturated states then have the energies

$$e(b=0,\,a=0)=-h-1,\qquad e(b=\pi,\,a=0)=h+1 .$$

Reversal should take place where they are equal, so $h=-1$ and the bias is $J/(Mt_F)$. The anisotropy has dropped out, and it seems that reversible rotation cannot change the bias at all.

## Where it fails

The two energies are correct. The fault is the assumption that the film passes directly from one saturated state to the other when they are equal. With a rotating antiferromagnet there are canted states in between, and at $h=-1$ the film rests in one of these. It is a local minimum: reversing the antiferromagnet as well would lower the energy further, but a barrier prevents this when thermal jumps are ignored. The energy balance fixes an average of the field over the reversal, as shown below, but not the field at which the magnetization is zero. That field must come from the torques.

## Torque balance at zero magnetization

Setting the derivatives of $e$ with respect to $b$ and $a$ to zero gives

$$h\sin b+\sin(b-a)=0,\qquad R\sin2a=\sin(b-a).\tag{1}$$

For a rigid antiferromagnet, $a=0$ and the first equation gives $h=-1$ for every canted $b$. The rigid bias is therefore $J/(Mt_F)$.

For finite $R$, the magnetization along the axis vanishes at $b=\pi/2$. There $\sin(b-a)=\cos a$, and equations (1) become

$$h=-\cos a,\qquad 2R\sin a\cos a=\cos a .$$

The second has the solutions $\cos a=0$ and $\sin a=1/(2R)$. The next section shows that $a$ never exceeds $45^\circ$ on the branch that starts at $a=0$, which leaves the second solution. Hence

$$h_0=-\sqrt{1-\frac1{4R^2}} .\tag{2}$$

This is the bias only if the antiferromagnet stays in its well and both sweep directions pass through the same point.

## The antiferromagnet stays in its well if $R\ge1$

Hold $b$ fixed and write $\varphi=b-a$. The antiferromagnet is stable if

$$s=\frac{\partial^2e}{\partial a^2}=2R\cos2a+\cos\varphi>0 .$$

Differentiating $R\sin2a=\sin(b-a)$ with respect to $b$ gives $2R\cos2a\,a'=\cos\varphi\,(1-a')$, so $a'=da/db=\cos\varphi/s$. Starting from $a=b=0$, the angle $a$ grows while $\varphi<\pi/2$. It turns back at $\varphi=\pi/2$, where

$$\sin2a_{\max}=\frac1R .$$

This requires $R\ge1$, and then $a_{\max}\le45^\circ$. Take $R>1$. On the way out both terms of $s$ are positive or zero, and the first is positive. On the way back, $\cos\varphi=-\sqrt{1-R^2\sin^22a}$, and $s>0$ requires

$$4R^2\cos^22a>1-R^2\sin^22a=1-R^2+R^2\cos^22a,$$

or $R^2+3R^2\cos^22a>1$, which holds. So $a(b)$ is a single continuous, stable branch. At $b=\pi$ the second of equations (1) reads $2R\sin a\cos a=\sin a$. The solution $\cos a=1/(2R)\le1/2$ would need $a\ge60^\circ$, beyond $a_{\max}$, so $a=0$: the antiferromagnet has come back. At $R=1$ the branch is marginally stable at its turning point.

For $R=1.2$ the largest angle is $28.2^\circ$. When the energy was relaxed numerically for $R=0.95$, the descending sweep ended with the antiferromagnet at $180^\circ$. The return sweep then starts from the opposite well, and although (2) still yields a real number, it is no longer the centre of a repeatable loop.

## Both sweeps follow one curve

It remains to show that each field selects one angle $b$. Define

$$x=\frac{\sin b}{\sin a},\qquad y=\frac{\cos b}{\cos a}.$$

Expanding $\sin(b-a)$ in the antiferromagnet's equation gives $\sin b\cos a-\cos b\sin a=2R\sin a\cos a$. Division by $\sin a\cos a$ turns this into $x-y=2R$. The identity $\sin^2b+\cos^2b=1$ reads $x^2\sin^2a+y^2\cos^2a=1$, so

$$\cos^2a=\frac{x^2-1}{x^2-y^2},\qquad x^2-y^2=(x-y)(x+y)=4R(x-R).$$

The first of equations (1) gives $h=-\sin(b-a)/\sin b=-2R\sin a\cos a/\sin b=-2R\cos a/x$. Squaring,

$$h^2=\frac{R(x^2-1)}{x^2(x-R)} .\tag{3}$$

Near $b=0$ the small-angle form $b-a=2Ra$ gives $x=2R+1$. Near $b=\pi$, with $b=\pi-\delta$, it is $\delta+a=2Ra$, giving $x=2R-1$. In between, $x$ fixes $y$ and $\cos a$, hence $\cos b=y\cos a$ and $b$ itself. A continuous function of $b$ that never repeats a value is monotonic, so $x$ falls steadily as $b$ rises. From (3),

$$\frac{d\ln h^2}{dx}=\frac{2x}{x^2-1}-\frac2x-\frac1{x-R}=\frac{2}{x(x^2-1)}-\frac1{x-R}.$$

For $R>1$ all denominators are positive inside the range. The derivative is negative if $2(x-R)<x^3-x$, that is, if

$$x^3-3x+2R=(x-1)^2(x+2)+2(R-1)>0,$$

which holds. Thus $|h|$ rises steadily as the magnetization turns.

These states are also stable. Let $w(b)$ be the value of $R\sin^2a-\cos(b-a)$ on the branch $a(b)$. Since its derivative with respect to $a$ vanishes there, $w'(b)=\sin(b-a)=g(b)\sin b$, with $g=\sin(b-a)/\sin b$. The energy left as a function of $b$ has slope $(h+g)\sin b$. At equilibrium $g=-h$, and the curvature is $g'\sin b>0$, because $g$ rises with $b$. On this branch there is one minimum for each field, so the up and down sweeps coincide and the loop has no width. Equation (2) is its centre:

$$B_{\rm bias}=\frac{J}{Mt_F}\sqrt{1-\frac1{4R^2}} .\tag{4}$$

## What the energy balance did determine

Integrating $w'$ over the whole reversal gives

$$\int_0^\pi g\sin b\,db=w(\pi)-w(0)=1-(-1)=2 .$$

Because $\sin b\,db=-d(\cos b)$ and $\cos b$ covers an interval of length 2, the average of $|h|$ over the magnetization is 1. The tempting solution found this average. The reversal is not symmetric about it: putting the end values of $x$ into (3) shows that canting begins at $h=-2R/(2R+1)$ and ends at $h=-2R/(2R-1)$. The second half of the reversal takes more field than the first, and the midpoint in magnetization lies below the average field.

## Numbers

Choose $M=800$ kA/m and $t_F=10$ nm. The rigid bias is

$$\frac{J}{Mt_F}=\frac{0.20\times10^{-3}}{(8.0\times10^5)(10\times10^{-9})}\ \mathrm{T}=25.0\ \mathrm{mT}.$$

For $R=1.2$,

$$\sqrt{1-\frac1{4(1.2)^2}}=\sqrt{1-0.1736}=0.909,\qquad B_{\rm bias}=0.909\times25.0\ \mathrm{mT}=22.7\ \mathrm{mT},$$

or 18.1 kA/m. The reduction is 9.1 percent of the rigid bias. Relaxing the two-angle energy numerically, without using (2), put the zero crossing at $h=-0.909059$ in both sweep directions, in agreement with (2).

At zero magnetization the antiferromagnet has turned by $24.6^\circ$. Canting starts at $-17.6$ mT and ends at $-42.9$ mT. The field $-25$ mT of the tempting solution lies inside this range, where neither of the two saturated states with $a=0$ is stable. The onset field is not the bias either: it is some 29 percent below the rigid value.

For a stiff antiferromagnet, (4) gives a fractional reduction of about $1/(8R^2)$. The rotation is of first order in $1/R$, but the bias depends on its cosine. The full formula gives 3.2 percent at $R=2$ and 0.8 percent at $R=4$. At the reversible limit $R=1$ it gives $1-\sqrt{3}/2$, or 13 percent.

## How far the result carries to a real bilayer

The values resemble a permalloy film on Fe-Mn, with $K=20$ kJ/m³ and $t_A=12$ nm; all material values here are rough. A single uniaxial sublattice angle simplifies the noncollinear spin structure of Fe-Mn. A uniaxial ferromagnet anisotropy $K_F$ along the field axis adds the torque $(K_Ft_F/J)\sin2b$, which vanishes at $b=\pi/2$, so the bias is unchanged while the loop stays closed. The loop stays closed here up to $K_Ft_F/J=0.064$. It then opens first near $b=0$, and the two zero crossings stay at the field (2) up to about 0.10. A rough 200 J/m³ gives 0.010. Twist through the depth matters more. With an exchange stiffness of 10 pJ/m in each layer, the reduction becomes 11.3 percent and the bias 22.2 mT. The figure depends on this rough input: lowering the stiffness of the antiferromagnet to 3 pJ/m gives 14.2 percent and 21.5 mT. Domains in the antiferromagnet and interface disorder are not included in these figures.

Temperature is a severe restriction. The barrier that keeps the antiferromagnet in its well is lowest at $b=135^\circ$, where it is 0.0175 mJ/m². For an independent round grain 20 nm in diameter this is 5.5 zJ, or 95 $k_BT$ at 4.2 K. Holding the state for 100 s at an attempt rate of $10^9$ per second takes $\ln10^{11}\approx25$ $k_BT$, so the grain is safe up to about 16 K. At 300 K, with the other parameters held fixed, its barrier is only 1.3 $k_BT$, and a coherently rotating grain would have to be about 87 nm wide. If the grains equilibrate between their wells, the bias vanishes altogether, because turning both $a$ and $b$ by $\pi$ and reversing $B$ leaves $E$ unchanged. Real permalloy/Fe-Mn films do show a bias at room temperature, so independent 20 nm grains with these parameters do not describe them there. Within the model, blocking such a grain at 300 K with the same $J$ and $t_A$ needs $R\approx3$, or $K\approx50$ kJ/m³, and (4) then gives a reduction of only 1.4 percent. For small independent grains the 9 percent reduction therefore belongs to the coherent model at low temperature; with the twist estimated above it becomes 11 to 14 percent, and domains and disorder may change it further.

## Computed results

```
Coupling J: 0.20 mJ/m2
AF areal anisotropy: 0.24 mJ/m2
AF anisotropy K (rough): 20 kJ/m3
AF thickness: 12 nm
F magnetization (rough): 800 kA/m
F thickness: 10 nm
Ratio R: 1.200
Rigid bias: 25.00 mT
Relaxed zero crossing h, down: -0.909059
Relaxed zero crossing h, up: -0.909059
Formula for reduced bias: 0.909059
Bias with AF rotation: 22.73 mT
Same bias as H: 18.09 kA/m
Reduction from rigid bias: 9.09 percent
AF angle at zero crossing: 24.62 deg
Largest AF angle: 28.22 deg
Canting starts at B: -17.65 mT
Canting ends at B: -42.86 mT
Largest up/down gap in cos b: 1.7e-08
Reduction at R=1.05: 12.07 percent
Reduction at R=2.00: 3.18 percent
Reduction at R=4.00: 0.78 percent
Final AF angle at R=0.95: 180.0 deg
F anisotropy (rough): 200 J/m3
Reduced F anisotropy: 0.010
Loop stays closed up to: 0.0643 (reduced)
Reduced bias with F anisotropy: 0.909059
Up/down gap in cos b, reduced anis. 0.2: 1.77
F stiffness (rough): 10 pJ/m
AF stiffness (rough): 10 pJ/m
F twist at zero crossing: 2.54 deg
AF twist at zero crossing: 3.00 deg
Reduction with AF twist only: 10.30 percent
Reduction with F twist only: 10.09 percent
Reduction with both twists: 11.32 percent
Bias with both twists: 22.17 mT
Barrier at b=90 deg: 0.0817 mJ/m2
Lowest barrier: 0.0175 mJ/m2
F angle of lowest barrier: 135.0 deg
Grain width (rough): 20 nm
Lowest grain barrier: 5.51 zJ
Temperature of use: 4.2 K
Barrier / kT in use: 95.0
Attempt rate (rough): 1e+09 1/s
Hold time: 100 s
Barrier / kT needed: 25.3
Highest temperature for grain: 15.7 K
Barrier / kT at 300 K: 1.33
Grain width needed at 300 K: 87 nm
```
